# Optimal spectral and directional emissivity for radiative cooling at fixed temperature

Take a flat surface at 285 K under a clear, dry sky, with the air at 300 K. If it is black, it emits 374 W/m², but in the sky model defined below its net radiative loss is 18 W/m². If it is black between 8 and 13 µm and perfectly reflecting elsewhere, it emits much less, yet its net loss is 71 W/m². Removing emission has increased the cooling. The theorem below explains this and finds the best possible pattern of emission.

## Setting and assumptions

Let $T$ be the surface temperature, $\lambda$ the wavelength, $\Omega$ a direction in the hemisphere above the surface, and $\mu=\cos\theta$ the cosine of its angle from the normal. The blackbody radiance per unit wavelength is

$$B(\lambda,T)=\frac{2hc^2}{\lambda^5}\,\frac{1}{e^{hc/(\lambda kT)}-1}.$$

Radiance $I(\lambda,\Omega)$ arrives from direction $\Omega$. The emissivity $\varepsilon(\lambda,\Omega)$ refers to emission toward $\Omega$, and the absorptivity $\alpha(\lambda,\Omega)$ to radiation arriving from $\Omega$. Both lie between 0 and 1. The net radiative loss per unit area, $q$, is positive when the surface loses energy.

The assumptions are these.

1. The surface is opaque, isothermal and in local thermal equilibrium, and exchanges radiation with the far field.
2. Its response is linear, passive and constant in time, without fluorescence, so each wavelength can be treated separately.
3. The incoming radiation is unpolarized, incoherent between directions, and unaffected by the surface.
4. At fixed $T$, heat gained by convection and conduction does not depend on $\varepsilon$. Maximizing net cooling is then the same as maximizing $q$.

## Lemma 1: emission and absorption

Divide the hemisphere into $N$ cells of equal $\mu\,d\Omega$, counting the two linear polarizations separately. At one wavelength, equal radiance then means equal power in every channel. Let $R_{ij}$ be the fraction of power arriving from direction $j$ that is reflected toward direction $i$. Then

$$\alpha_j=1-\sum_i R_{ij},\qquad \varepsilon_i=1-\sum_j R_{ij},\qquad \sum_i\varepsilon_i=\sum_j\alpha_j .$$

If the surface is reciprocal, $\varepsilon_i=\alpha_i$.

**Proof.** What is not reflected by an opaque body is absorbed, which gives the first relation. For the second, surround the surface by blackbody radiation at its own temperature. In equilibrium every outgoing channel must also carry radiance $B$, part emitted and part reflected:

$$\varepsilon_iB+\sum_jR_{ij}B=B .$$

Division by $B$ gives the second relation. Local equilibrium makes the emission depend on the surface and its temperature, not on the surroundings, so the relation remains valid under any sky. Summing either relation over its free index gives $N-\sum_{ij}R_{ij}$, which proves the third. Reciprocity means $R_{ij}=R_{ji}$, so the row and column sums agree. This last equality is Kirchhoff's law for each direction. $\square$

## Lemma 2: net loss

For any surface satisfying the assumptions, reciprocal or not,

$$q=\int d\lambda\int d\Omega\,\mu\,\alpha(\lambda,\Omega)\,[B(\lambda,T)-I(\lambda,\Omega)].$$

**Proof.** In the common power unit of the channels, outgoing minus incoming power is

$$\sum_i\Big(\varepsilon_iB+\sum_jR_{ij}I_j\Big)-\sum_jI_j
=B\sum_i\varepsilon_i-\sum_jI_j\Big(1-\sum_iR_{ij}\Big).$$

The last bracket is $\alpha_j$. Replacing $\sum_i\varepsilon_i$ by $\sum_j\alpha_j$ gives $\sum_j\alpha_j(B-I_j)$. Restoring the factor $\mu\,d\Omega$, averaging $\alpha$ over polarization and integrating over wavelength gives the result. $\square$

## Theorem

Define

$$q^*=\int d\lambda\int d\Omega\,\mu\,\max(B-I,0).$$

For a reciprocal surface $q\le q^*$. Equality holds if and only if $\varepsilon=1$ where $B>I$ and $\varepsilon=0$ where $B<I$, apart from sets of measure zero. Where $B=I$, $\varepsilon$ is arbitrary. For a nonreciprocal surface the same statement holds with $\alpha$ in place of $\varepsilon$.

**Proof.** Let $\varepsilon^*$ be the stated pattern. It turns $\varepsilon^*(B-I)$ into $\max(B-I,0)$. For any other pattern, Lemma 2 with $\alpha=\varepsilon$ gives

$$q^*-q=\int d\lambda\int d\Omega\,\mu\,(B-I)(\varepsilon^*-\varepsilon).$$

Where $B>I$, the second bracket is $1-\varepsilon\ge0$. Where $B<I$, it is $-\varepsilon\le0$. The two brackets therefore never have opposite signs, and

$$q^*-q=\int d\lambda\int d\Omega\,\mu\,|B-I|\,|\varepsilon^*-\varepsilon|\ \ge 0 .$$

The integral vanishes only if $\varepsilon=\varepsilon^*$ almost everywhere that $B\ne I$. Without reciprocity the same argument applies to $\alpha$. $\square$

The last formula also prices an imperfect design: an error in emissivity costs cooling in proportion to the local imbalance $|B-I|$. Opening a channel admits sky radiation as well as releasing emission, so a channel is worth opening when the balance is outward.

## Remark: when the bound can be reached

The theorem gives an upper bound. It is the maximum if the surface can realize $\varepsilon^*$, and reciprocity restricts how the reflection can be arranged to do so. Call a direction hot if $I>B$ and cold if $I<B$. The optimal pattern reflects nothing that arrives from cold directions, so $R_{ij}=0$ for cold $j$. By symmetry $R_{ji}=0$ too: nothing arriving from a hot direction may leave toward a cold one. Hot directions must reflect among themselves.

Two channels show the consequences. Let $I_1=5B$ and $I_2=0.2B$. The differences $B-I_j$ are $-4B$ and $0.8B$, so the bound is $0.8B$.

- A retroreflector for channel 1 that absorbs channel 2 has $\alpha_1=0$, $\alpha_2=1$, and reaches $0.8B$.
- A reciprocal specular surface that couples the two channels has $R_{12}=R_{21}=\rho$, so $\alpha_1=\alpha_2=1-\rho$. Its net loss is $(1-\rho)(-4+0.8)B=-3.2(1-\rho)B$. The best value is zero, at $\rho=1$.
- A nonreciprocal surface with $R_{21}=1$ and no other reflection has $\alpha=(0,1)$ but $\varepsilon=(1,0)$. It sends out $B+5B$ and receives $5.2B$, so it reaches $0.8B$ while emitting toward the hot direction alone.

The third case shows why the rule must be stated for absorptivity when reciprocity is absent. The second matters for a flat mirror-like surface, which couples each direction to its partner on the other side of the normal. The partner of a direction inside the Sun's disk may be cold, and the bound is then missed. If the sky is symmetric in azimuth, both partners are hot or both are cold, and this obstacle disappears.

## Proposition 1: the emitting cone below air temperature

Model the atmosphere as a flat, non-scattering layer at air temperature $T_a$ with zenith transmittance $t(\lambda)$. A slanted path is longer by $1/\mu$, so

$$I=(1-t^{1/\mu})B_a,\qquad B_a=B(\lambda,T_a).$$

Let $T<T_a$ and $r=B/B_a<1$. In opaque bands, $t=0$, we have $I=B_a>B$, and the best emissivity is zero. For $0<t<1$ it is one inside the cone

$$\mu>\mu_c=\min\!\left[1,\frac{\ln t}{\ln(1-r)}\right]$$

and zero outside it.

**Proof.** The condition $B>I$ reads $r>1-t^{1/\mu}$, or $t^{1/\mu}>1-r$. Taking logarithms gives $(\ln t)/\mu>\ln(1-r)$. Multiplication by $\mu$ and division by the negative number $\ln(1-r)$ reverses the inequality and gives $\mu>\ln t/\ln(1-r)$. If the right side is 1 or more, no direction qualifies. $\square$

The cone closes when $r\le1-t$: the surface is then too cold to gain even by emitting toward the zenith. In the opposite limit, $T\to T_a$ from below, $r\to1$ and $\mu_c\to0$, so the cone widens toward the whole hemisphere wherever the sky is partly transparent. The approach is only logarithmic: at 10 µm with $t=0.05$ and $T_a=300$ K, $\mu_c$ is still about 0.7 when the surface is 1 K below the air.

With $\tau=-\ln t$, the optimum per unit wavelength is

$$\frac{dq^*}{d\lambda}=2\pi\int_{\mu_c}^1\mu\,\big[B-B_a+B_ae^{-\tau/\mu}\big]\,d\mu .$$

The first two terms give $(B-B_a)(1-\mu_c^2)/2$. In the third, put $s=1/\mu$, so that $d\mu=-ds/s^2$:

$$\int_{\mu_c}^1\mu e^{-\tau/\mu}d\mu=\int_1^{1/\mu_c}\frac{e^{-\tau s}}{s^3}ds
=E_3(\tau)-\mu_c^2E_3(\tau/\mu_c),$$

where $E_3(x)=\int_1^\infty e^{-xs}s^{-3}ds$. The subtracted tail follows from $s=u/\mu_c$, which turns $ds/s^3$ into $\mu_c^2\,du/u^3$. Hence

$$\frac{dq^*}{d\lambda}=2\pi\left\{\frac{(B-B_a)(1-\mu_c^2)}2+B_a\left[E_3(\tau)-\mu_c^2E_3(\tau/\mu_c)\right]\right\}.$$

## Proposition 2: lowest steady temperature

In the same sky, for $T<T_a$,

$$\frac{dq^*}{dT}=\int d\lambda\,\pi(1-\mu_c^2)\frac{\partial B}{\partial T}.$$

If the surface gains heat $h(T_a-T)$, with $h>0$, from the air and has no other load, the solution $T^*$ of $q^*(T)=h(T_a-T)$ is a lower bound on its steady temperature. The pattern that is optimal at $T^*$ reaches it.

**Proof.** Both the integrand and the cone edge depend on $T$. The moving edge contributes $-2\pi\mu_c(B-I)\,d\mu_c/dT$, evaluated at $\mu_c$, and this vanishes because $B=I$ there. Where the cone is closed the integral is zero anyway. The remaining term is $2\pi\int_{\mu_c}^1\mu\,d\mu\,\partial B/\partial T$, which gives the formula.

Thus $q^*$ does not decrease with $T$, while $h(T_a-T)$ falls, so the root is unique. A surface with any other pattern, steady at $T_s<T_a$, obeys $h(T_a-T_s)=q(T_s)\le q^*(T_s)$. Hence $q^*(T_s)-h(T_a-T_s)\ge0$, which requires $T_s\ge T^*$. A surface steady at or above $T_a$ satisfies this too. $\square$

## Worked example: a cooler on a roof

The parameters are rough typical values: $T_a=300$ K, $T=285$ K, and a window from 8 to 13 µm with $t=0.85$, except for an ozone band from 9.3 to 9.9 µm with $t=0.50$. The sky is taken as opaque elsewhere. Integrals over wavelength and angle were done by numerical quadrature.

At 11 µm the radiance ratio is $r=0.793$, so

$$\mu_c=\frac{\ln0.85}{\ln0.207}=\frac{-0.1625}{-1.575}=0.103,$$

an angle of 84° from the normal. At 9.6 µm, $r=0.7676$ and $t=0.50$ give $\mu_c=0.475$, or 62°. The ozone band deserves a narrower cone because the sky there is brighter.

With $T$ and the sky held fixed, the net losses are:

| Emitter | Net loss (W/m²) |
|---|---|
| Black | 17.8 |
| Window, all angles | 70.5 |
| Optimum | 71.2 |

The black emitter differs from the window emitter by what it exchanges outside the window: $17.8-70.5=-52.7$ W/m². There the warmer, opaque air returns more than the surface sends out. This answers the opening question.

Before rounding, choosing the angles as well adds 0.64 W/m², about 1% of the window emitter's loss. The gain is small for two reasons. The excluded directions carry a fraction $\mu_c^2$ of the hemispherical flux weight: about 1% at 11 µm and 23% in the narrow ozone band, about 4% of the window emission in all. And the imbalance $|B-I|$ vanishes at the cone edge, so that in the excluded directions it averages about a quarter of its value inside the cone. Three quarters of the gain comes from the ozone band.

For a cooler sheltered from wind, take $h=2$ W/(m² K) and no sunlight. At 285 K the slope of $q^*$ is 1.92 W/(m² K). A straight-line estimate of the further cooling $x$ is

$$71.2-1.92x=2(15+x),\qquad x\approx10.5\ \text{K},$$

or about 274.5 K. Solving the full balance by root finding gives 274.1 K. The pattern fixed at its 285 K optimum reaches 274.2 K, the all-angle window emitter 274.6 K, and the black emitter 286.7 K. In this example the choice of wavelengths is worth 12 K and the choice of angles about half a kelvin. The temperatures near 274 K assume that no dew forms, which requires a relative humidity below about 19% in the air at 300 K. The model sky has a total emissivity of 0.78, which empirical clear-sky correlations assign to more humid air; at 19% they give about 0.72, for which a black surface at 285 K would lose about 44 W/m² rather than 18. The figures for the black emitter, and the 12 K, belong to this model sky, which is taken as opaque outside the window.

## A surface warmer than the air

For $T>T_a$, the thermal sky obeys $I\le B_a<B$ at every wavelength and angle. Opaque bands now help, because the surface loses heat to the cooler air. At 330 K under the same sky, with sunlight left out, a black emitter loses 316 W/m² and the window emitter 183 W/m². An 8–13 µm emitter is therefore not a universal optimum.

Sunlight sets a short-wave limit. Treat the Sun as a 5800 K blackbody of angular radius $\theta_s=4.65$ mrad. Its spectral flux at normal incidence, before atmospheric loss, is $\pi\theta_s^2B(\lambda,5800\ \text{K})$. If one tenth of this is spread evenly over the sky, division by $\pi$ gives a diffuse radiance $0.1\,\theta_s^2B(\lambda,5800\ \text{K})$. Under an otherwise opaque sky, emission at 330 K pays where

$$B(\lambda,330\ \text{K})>B(\lambda,300\ \text{K})+0.1\,\theta_s^2B(\lambda,5800\ \text{K}),$$

which numerical solution places above 3.4 µm. The limit depends on the assumed diffuse fraction. Clear air scatters infrared light weakly, and a fraction of one hundredth would move the limit to 2.8 µm. In this model the best surface reflects waves shorter than the limit and is black at longer ones, except toward the Sun's disk, where it should reflect at every wavelength at which the arriving radiance exceeds $B(\lambda,330\ \text{K})$.

## Comparison with a real roof cooler

Net cooling powers of some tens of W/m², up to roughly 100 W/m², are the usual size for such devices in good conditions with the surface near air temperature. The ideal optimum is 71 W/m² at 285 K. Extended to 300 K with its slope, it is about $71+15\times1.92\approx100$ W/m²; the slope grows with temperature, to about 2.3 W/(m² K) near 300 K, and the full integral at 300 K gives 103 W/m², at or just above the top of that range. For a daytime device in air too dry for dew to form, the main heat loads left out of the ideal figure are convection and absorbed sunlight. With the surface at 285 K and the air at 300 K, this means a relative humidity below about 39%; in damper air, condensation adds a load that can rival convection. At 285 K, convection brings $2\times15=30$ W/m² to the sheltered cooler. With the Sun 30° from the zenith and a solar transmittance of 0.75, direct sunlight supplies $0.75\,\sigma(5800\ \text{K})^4\theta_s^2\cos30^\circ\approx901$ W/m²; absorbing 3% adds 27 W/m². The same absorptivity for the diffuse tenth assumed in the previous section adds 4 W/m². The remainder is $71-30-27-4=10$ W/m². For an open surface with $h=8$ W/(m² K), convection alone brings 120 W/m², and 285 K cannot be held.

The sky is the next uncertainty. Doubling its optical depth in the window lowers the optimum to 47 W/m², too little to balance the sheltered daytime load of 61 W/m². An effective sky temperature 10 K lower raises it to 77 W/m². A second window at 17–22 µm with $t=0.20$ raises it to 72 W/m².

Material imperfections also matter. Emissivities of 0.95 and 0.05 in place of 1 and 0 reduce the optimum to 65 W/m². Direct sunlight inside the 8–13 µm window adds a heat load of about 1 W/m² if the disk is not excluded, more than the 0.64 W/m² gained from the cone. By contrast, the isothermal assumption is good for a 100 µm film of conductivity 0.2 W/(m K): conducting 71 W/m² through it needs a temperature drop of about 0.04 K.

For a daytime cooler below air temperature under these conditions, reflecting sunlight comes first. Reflecting the opaque sky bands and limiting convection come next, in an order that depends on exposure: at 285 K the opaque bands cost a black surface 53 W/m², while convection brings 30 W/m² to a sheltered surface and 120 W/m² to an open one. Shaping the emission in angle comes last: it adds 0.6 W/m² in the sky of the worked example, and 2.6 W/m² if the optical depth in the window is doubled. This smallness holds for a surface near 285 K. A well-insulated cooler runs colder, where the cone is narrower: at 255 K the optimum is 26 W/m² against 20 W/m² for the all-angle window emitter, and with no sunlight or dew the cone lowers the steady temperature by about 4 K at $h=0.5$ W/(m² K) and 12 K at $h=0.1$ W/(m² K).

All numerical values are calculated from the stated model.
